# Residual Stagnation and Rayleigh Quotients under a Non-Hermitian Defect

**Setting.** An iterative eigensolver receives a real $n\times n$ matrix $A$ that ought to be symmetric but is not. Split it as
$$A=H+N,\qquad H=\tfrac12(A+A^T),\qquad N=\tfrac12(A-A^T).$$
All vectors are real, $\|\cdot\|$ is the Euclidean norm (for matrices, the largest singular value), and Hartree atomic units are used. The eigenpairs of $H$ are $(\lambda_n,u_n)$ with orthonormal $u_n$ and $\lambda_1<\lambda_2\le\dots$; write $u=u_1$. The size of the defect is measured by its action on the wanted state,
$$d=\|Nu\|\le\|N\|.$$

The solver is of Davidson type. It keeps a search space $\mathcal V$ with orthonormal basis $V$, forms $V^TAV$, symmetrises this small matrix, and takes its lowest eigenpair $(\theta,z)$. The approximate eigenvector is $x=Vz$ with $\|x\|=1$. The residual $r=Ax-\theta x$ is preconditioned, orthogonalised and added to $\mathcal V$. Rounding errors are ignored until part (g).

## (a) What the solver sees

**Question.** Show which operator determines $\theta$, and separate the residual into a convergence error and a defect term.

**Answer.** The number $x^TNx$ equals its own transpose, and $N^T=-N$, so
$$x^TNx=(x^TNx)^T=x^TN^Tx=-x^TNx\quad\Rightarrow\quad x^TNx=0 .$$
The symmetrised small matrix is
$$\tfrac12\left(V^TAV+V^TA^TV\right)=V^THV ,$$
so the solver performs the Rayleigh-Ritz procedure for $H$, and
$$\theta=z^TV^THVz=x^THx=x^TAx .$$
The residual, however, is formed with $A$:
$$r=(H-\theta)x+Nx=g+Nx,\qquad g=(H-\theta)x .$$
Here $g$ is the residual that $H$ alone would give. The solver minimises with one operator and judges convergence with another.

The symmetrisation matters. Suppose the routine instead reads the lower triangle and reflects it. For a two-dimensional space with
$$V^TNV=\begin{pmatrix}0&-\nu\\ \nu&0\end{pmatrix},$$
the matrix diagonalised is $V^THV+E$, where $E$ has zero diagonal and both off-diagonal elements equal to $\nu$. To first order the Ritz value changes by $z^TEz=2\nu z_1z_2$, which is linear in the defect unless $z_1z_2=0$. The returned eigenvalue is then not the Rayleigh quotient of the returned vector, and the results below do not apply to it.

## (b) The residual floor

**Question.** Let $P=VV^T$ be the projector onto $\mathcal V$. Find the part of $r$ that lies inside $\mathcal V$, and deduce when the residual stalls and at what level.

**Answer.** The Ritz condition is $V^THVz=\theta z$. Therefore
$$V^Tg=V^THVz-\theta V^TVz=\theta z-\theta z=0,$$
so $Pg=0$ and
$$Pr=PNx .$$
The parts inside and outside $\mathcal V$ are orthogonal, which gives
$$\|r\|^2=\|PNx\|^2+\|g+(1-P)Nx\|^2\ \ge\ \|PNx\|^2 .$$
For a symmetric operator $Pr=0$: the residual is a wholly new direction, and adding it to the space can remove it. The piece $PNx$ already lies in the space and has not been removed by the minimisation, because the minimisation does not contain $N$.

The level follows from the triangle inequality applied to $r=g+Nx$:
$$\bigl|\,\|r\|-\|Nx\|\,\bigr|\le\|g\| .$$
Once $x$ is close to $u$ and $\|g\|\ll d$, the residual is close to $d$. If $\mathcal V$ contains $u$, then $x=u$, $g=0$, $r=Nu$ and $\|r\|=d$. This includes the case in which $\mathcal V$ is the whole space, so complete convergence for $H$ leaves the residual at $d$.

Two cases limit the statement. If $Nu=0$, the defect does not act on the wanted state and there is no floor, however large $\|N\|$ may be. If $\mathcal V$ is spanned by a single real eigenvector $y$ of $A$, then $r=0$ and the solver stops there. The floor is therefore not a property of every search space. What is shown is that $\|r\|$ is close to $d$ once $x$ is close to $u$ with $\|g\|\ll d$, and that $\|r\|$ cannot fall much below $\|Nx\|$ when the space holds most of $Nx$.

## (c) The error of the Rayleigh quotient

**Question.** Assume $\theta<\lambda_2$. Bound $\theta-\lambda_1$ and the angle between $x$ and $u$. Which residual enters?

**Answer.** Expand $x=\sum_nc_nu_n$ with $\sum_nc_n^2=1$. Since $\theta=\sum_n\lambda_nc_n^2$, we have $\theta\ge\lambda_1$. No eigenvalue lies strictly between $\lambda_1$ and $\lambda_2$, so
$$0\le\sum_nc_n^2(\lambda_n-\lambda_1)(\lambda_n-\lambda_2).$$
Write $\lambda_n-\lambda_j=(\lambda_n-\theta)+(\theta-\lambda_j)$ in each factor. The terms linear in $\lambda_n-\theta$ sum to zero, because $\sum_nc_n^2(\lambda_n-\theta)=0$. The quadratic term is $\sum_nc_n^2(\lambda_n-\theta)^2=\|g\|^2$. Hence
$$0\le\|g\|^2+(\theta-\lambda_1)(\theta-\lambda_2)
\quad\Rightarrow\quad
0\le\theta-\lambda_1\le\frac{\|g\|^2}{\lambda_2-\theta}.$$

For the angle $\varphi$ between $x$ and $u$, keep the terms with $n>1$:
$$\|g\|^2\ge(\lambda_2-\theta)^2\sum_{n>1}c_n^2
\quad\Rightarrow\quad
\sin\varphi\le\frac{\|g\|}{\lambda_2-\theta}.$$

The quantity in both bounds is $g$, not the observed $r$. After the stall $\|r\|$ stays near $d$ while $\|g\|$ may be much smaller, so inserting $\|r\|$ into the first bound would then overestimate the error. The bounds lose their value when $\lambda_2-\theta$ is small.

## (d) The eigenvalue of the nonsymmetric matrix

**Question.** Let $\mu$ be the eigenvalue of $A$ that grows out of $\lambda_1$. Show that it is real for a small defect, find $\mu-\lambda_1$ to leading order, and relate it to $\theta$.

**Answer.** If $z$ is an eigenvalue of $H+N$ but not of $H$, then $(H-z)^{-1}N$ has eigenvalue $-1$, so its norm is at least 1. As $\|(H-z)^{-1}\|$ is the inverse distance from $z$ to the nearest $\lambda_n$, that distance is at most $\|N\|$. For $\|N\|<(\lambda_2-\lambda_1)/2$ the disc of radius $\|N\|$ around $\lambda_1$ is separate from the others. By continuity, as the defect is switched on, it holds one eigenvalue. Complex eigenvalues of a real matrix occur in conjugate pairs, and a pair would put two in the disc, so $\mu$ is real.

Write the eigenvector as $u+e$ with $e\perp u$. Projecting $(H+N)(u+e)=\mu(u+e)$ onto $u$, and using $u^TNu=0$, gives
$$\mu-\lambda_1=u^TNe .$$
Projecting onto $u_n$ with $n>1$ gives
$$(\lambda_n-\mu)\,u_n^Te=-u_n^TNu-u_n^TNe .$$
With $R=\sum_{n>1}u_nu_n^T/(\lambda_n-\lambda_1)$, iteration yields
$$e=-RNu+RNRNu+O(N^3),$$
because $\mu-\lambda_1$ is itself of second order. Therefore
$$\mu-\lambda_1=-u^TNRNu+u^TNRNRNu+O(N^4).$$
The cubic term vanishes: transposing the scalar reverses the product and changes the sign of three factors $N$, so it equals its own negative. In the quadratic term $u^TN=-(Nu)^T$, and so
$$\mu-\lambda_1\simeq\sum_{n>1}\frac{(u_n^TNu)^2}{\lambda_n-\lambda_1}\le\frac{d^2}{\lambda_2-\lambda_1}.$$
The last step uses $\sum_{n>1}(u_n^TNu)^2=d^2$, which holds because $Nu$ has no component along $u$. The inequality bounds the second-order sum, not $\mu-\lambda_1$ itself: for a $2\times2$ matrix with diagonal $(0,1)$ and off-diagonal elements $\mp d$, $\mu-\lambda_1=\tfrac12\left(1-\sqrt{1-4d^2}\right)=d^2+d^4+\dots>d^2$.

Let $y$ be the normalised eigenvector. Then $\mu=y^TAy=y^THy$. If $y\in\mathcal V$, the Ritz value, being the minimum of the Rayleigh quotient of $H$ over $\mathcal V$, satisfies
$$\lambda_1\le\theta\le\mu .$$
Thus $\theta$ differs from either eigenvalue by no more than $\mu-\lambda_1$, which is second order in the defect, while the residual floor is first order.

## (e) A defect from inconsistent interpolation

**Question.** A particle on a one-dimensional grid of spacing $h$ has its potential applied on a grid of spacing $h/2$. Let $C$ be cubic and $Q$ linear interpolation to the fine grid. The consistent operator is $H_0=T+\tfrac12C^TVC$, where $T$ is the symmetric kinetic matrix and $V$ now denotes the diagonal potential; the factor $\tfrac12$ is the ratio of the spacings. A fraction $s$ of the restriction $C^T$ is replaced by $Q^T$. Find $Nu$ to leading order in $h$ for smooth functions away from the boundary.

**Answer.** The operator becomes
$$A=H_0+sB,\qquad B=\tfrac12D^TVC,\qquad D=Q-C .$$
At points shared by both grids $C$ and $Q$ agree, so $D$ acts at midpoints. There the cubic weights are $(-1,9,9,-1)/16$ and the linear weights $(0,1,1,0)/2$. For a smooth $f$, the two-point average gives $f+\tfrac{h^2}{8}f''$. The cubic formula gives
$$\tfrac{1}{16}\left[18\left(f+\tfrac{h^2}{8}f''\right)-2\left(f+\tfrac{9h^2}{8}f''\right)\right]=f,$$
both up to $O(h^4)$. Hence $Df=\tfrac{h^2}{8}f''$ at midpoints and zero elsewhere.

Under $D^T$ a coarse point collects weight $\tfrac12-\tfrac9{16}=-\tfrac1{16}$ from midpoints at distance $h/2$ and $+\tfrac1{16}$ from those at $3h/2$:
$$D^Tf\simeq\tfrac1{16}\left[2\cdot\tfrac{9h^2}{8}-2\cdot\tfrac{h^2}{8}\right]f''=\tfrac{h^2}{8}f'' .$$
The midpoint weights in $C^T$ sum to 1. Therefore
$$Bu\simeq\tfrac{h^2}{16}(Vu)'',\qquad B^Tu=\tfrac12C^TVDu\simeq\tfrac{h^2}{16}Vu'' ,$$
and
$$Nu=\tfrac s2(B-B^T)u\simeq\frac{sh^2}{32}\left[(Vu)''-Vu''\right]=\frac{sh^2}{32}\left(V''u+2V'u'\right).$$
The defect is a commutator of the second derivative with the potential. Its action on a smooth function vanishes for a constant potential and falls as $h^2$; this order is not claimed for the operator norm $\|N\|$.

## (f) The half of the defect that the residual does not show

**Question.** Is $\theta$ also accurate to second order relative to the consistent operator $H_0$?

**Answer.** In general it is not. The replacement also changes the symmetric part, $H=H_0+\tfrac s2(B+B^T)$. Let $u_0$ be the ground vector of $H_0$. First-order perturbation theory gives
$$\lambda_1(H)-\lambda_1(H_0)=\tfrac s2u_0^T(B+B^T)u_0+O(s^2)=s\,u_0^TBu_0+O(s^2).$$
For the interpolation defect, take $u_0$ as a normalised smooth function that vanishes at the boundary. Integrating by parts twice and using $u_0''=2(V-\mathcal E)u_0$, with $\mathcal E$ the ground energy, we find
$$s\,u_0^TBu_0\simeq\frac{sh^2}{16}\int Vu_0u_0''\,dx=\frac{sh^2}{8}\left(\langle V^2\rangle-\mathcal E\langle V\rangle\right).$$
Since $\langle V^2\rangle\ge\langle V\rangle^2$ and $\langle V\rangle-\mathcal E=-\langle T\rangle$, the bracket is at least $-\langle V\rangle\langle T\rangle$. This is positive when $\langle V\rangle<0$, so the level is then pushed up at leading order. The sign depends on the zero of energy: adding a constant $c$ to $V$ changes the bracket by $-c\langle T\rangle$, and for the well of part (g) with $c=2$ hartree and $s=1$ the shift is $-5.0\times10^{-4}$ hartree.

The shift and $d$ both scale as $sh^2$. The floor $Pr=PNx$ contains only the antisymmetric half, and symmetrising $A$ removes the floor but leaves the shift. Both are removed by restoring the restriction $\tfrac12C^T$, the transpose of the interpolation that defines $H_0$ with its grid weight. Symmetry alone is not enough: the transposed pair $\tfrac12Q^TVQ$ has no floor, but it differs from $\tfrac12C^TVC$ by $B+B^T+\tfrac12D^TVD$, so to leading order it shifts the level by $2u_0^TBu_0$.

## (g) A numerical case

**Question.** Take $V(x)=-1/\sqrt{x^2+1}$ on $-12\le x\le12$ bohr with $h=0.2$ bohr (119 points), and a second-difference kinetic energy. The preconditioner is $(T+0.7)^{-1}$, and the space grows to 30 vectors without restart. Interpret the residuals below, in hartree, and the eigenvalue errors in the numerical output.

| Vectors | Consistent | Defect, $s=1$ |
|---:|---:|---:|
| 4 | $2.8\times10^{-3}$ | $3.1\times10^{-3}$ |
| 6 | $3.2\times10^{-5}$ | $3.4\times10^{-4}$ |
| 8 | $1.7\times10^{-7}$ | $4.7\times10^{-4}$ |
| 12 | $2.4\times10^{-12}$ | $5.3\times10^{-4}$ |
| 30 | $6.0\times10^{-15}$ | $6.5\times10^{-4}$ |

**Answer.** *The floor.* For $s=1$, $d=6.541\times10^{-4}$ hartree and the final residual is $6.538\times10^{-4}$, a ratio of 0.9995. The operator norm, $2.5\times10^{-3}$, would overstate the floor nearly fourfold. For $s=0.1$, $d$ and the final residual are both $6.5\times10^{-5}$. The approach to $d$ relies on the space growing without restart. If, for $s=1$, the space is collapsed to the current vector whenever it reaches 2, 4 or 8 vectors, the residual still stalls, but near $0.15d$, $0.54d$ and $0.81d$, with $\theta-\lambda_1$ left at $2.4\times10^{-7}$, $8\times10^{-8}$ and $2\times10^{-8}$ hartree.

The part of the residual inside the search space is $6.533\times10^{-4}$, nearly all of it. In the consistent run this part is $5\times10^{-15}$, at rounding level. A value of this part well above rounding level is thus a practical sign that the operator is not symmetric, provided the basis is orthonormal to rounding level; a basis that has lost orthogonality gives a nonzero $V^Tr$ for a symmetric operator too. A small value proves nothing: with a single search vector it is $x\,x^TNx=0$ for any $N$. A second sign of asymmetry is the difference $p^TAq-q^TAp=2p^TNq$ for random vectors $p$ and $q$.

*The dip.* With the defect, the residual falls to $3.4\times10^{-4}$ at six vectors and then climbs, though not at every step, towards $d$. The rise is not a loss of accuracy in $\theta$, which cannot increase as the space grows. At six vectors $\|g\|\le\|r\|+\|N\|\approx2.9\times10^{-3}$. Taking $\theta$ to be near $\lambda_1$, part (c) gives $\sin\varphi\lesssim0.007$, so $\|Nx\|$ differs from $d$ by less than about $3\times10^{-5}$. Then
$$\|g\|\ge\|Nx\|-\|r\|\gtrsim2.9\times10^{-4}.$$
The low residual therefore comes from partial cancellation between $g$ and $Nx$, as happens completely at the eigenvector $y$ of $A$. By 30 vectors $\|g\|$ has fallen to $9.9\times10^{-6}$ and the cancellation has largely gone.

*Three eigenvalue errors.* For $s=1$ the gap of $H$ is $0.3947$ hartree.

- Relative to $H$, $\theta-\lambda_1=1.2\times10^{-11}$ hartree. The bound of part (c) is $(9.94\times10^{-6})^2/0.3947=2.5\times10^{-10}$.
- Relative to $A$, $\mu-\lambda_1=2.45\times10^{-7}$, in agreement with the second-order sum, so $\theta$ lies $2.4\times10^{-7}$ below $\mu$. The bound on that sum is $(6.541\times10^{-4})^2/0.3947=1.08\times10^{-6}$.
- Relative to the consistent operator, the error is $6.15\times10^{-4}$ hartree, or 17 meV. The first-order term $s\,u_0^TBu_0$ gives $6.16\times10^{-4}$, and its leading form in $h$ with continuum averages gives $6.20\times10^{-4}$.

The first two errors are far below the residual; the third is 94 per cent of $d$. The small error of the Rayleigh quotient is thus a statement about the matrix supplied, not about the operator intended. Reducing $s$ from 1 to 0.1 lowers $\mu-\lambda_1$ by a factor of 100 and the third error by a factor of 10, as their orders require. At $s=0.1$ the computed $\theta-\lambda_1$ is about $2\times10^{-13}$, and no scaling law in $s$ is derived for this quantity.

*Grid dependence.* At $s=1$, with $u$ taken from $H_0$, halving $h$ lowers $\|Nu\|$ from $6.55\times10^{-4}$ to $1.71\times10^{-4}$, a factor of 3.8 against the leading-order 4. The relative mismatch with the commutator vector, formed with the second-difference matrix, falls from 5.0 to 1.3 per cent; with $V''u+2V'u'$ formed from analytic $V'$, $V''$ and a spectrally accurate $u'$ it falls from 8.6 to about 2 per cent. Both are consistent with a relative correction of order $h^2$.

*The remedy.* With the symmetrised matrix the residual reaches $3\times10^{-15}$ hartree, yet the eigenvalue remains $6.15\times10^{-4}$ above that of $H_0$. A converged residual shows that an eigenpair of the supplied matrix has been found, though not by itself that it is the lowest one; the construction of the matrix needs a separate check. All these values refer to the grid model and leave out its discretisation error relative to the continuum. That error is also of order $h^2$ and here has the opposite sign: the continuum level is $-0.669777$ hartree, the level of $H_0$ at $h=0.2$ lies $3.2\times10^{-4}$ below it, and the level of the defective $H$ lies $3.0\times10^{-4}$ above it. The 17 meV is thus a distance between two discretisations, not the error relative to the exact level.

## Numbers as computed

```
grid spacing 0.2 bohr, half box 12.0 bohr, points 119
preconditioner shift 0.7 hartree, search vectors 30
consistent operator: lam1 = -0.67009521 hartree
consistent operator: lam2 = -0.27523761 hartree
h = 0.2 bohr: |N u| = 6.5481e-04, estimate 6.7981e-04 hartree, relative vector mismatch 0.0504
h = 0.1 bohr: |N u| = 1.7145e-04, estimate 1.7311e-04 hartree, relative vector mismatch 0.0128
--- wrong-weight fraction s = 1.0
  d = |N u| = 6.5410e-04, operator norm |N| = 2.5117e-03 hartree
  final residual = 6.5375e-04 hartree, ratio to d = 0.9995
  residual inside search space = 6.5329e-04 hartree
  |g| = |(H - theta) x| = 9.9357e-06 hartree
  theta - lam1(H) = 1.16e-11 hartree
  d^2/gap = 1.0839e-06 hartree, gap = 0.39472 hartree
  mu - lam1(H) = 2.449e-07, second-order sum = 2.449e-07 hartree
  lam1(H) - lam1(consistent) = 6.1498e-04, first order = 6.1644e-04 hartree
  that shift = 16.735 meV; d^2/gap = 0.02950 meV
--- wrong-weight fraction s = 0.3
  d = |N u| = 1.9638e-04, operator norm |N| = 7.5351e-04 hartree
  final residual = 1.9622e-04 hartree, ratio to d = 0.9992
  residual inside search space = 1.9596e-04 hartree
  |g| = |(H - theta) x| = 3.1514e-06 hartree
  theta - lam1(H) = 1.53e-12 hartree
  d^2/gap = 9.7678e-08 hartree, gap = 0.39482 hartree
  mu - lam1(H) = 2.211e-08, second-order sum = 2.211e-08 hartree
  lam1(H) - lam1(consistent) = 1.8480e-04, first order = 1.8493e-04 hartree
--- wrong-weight fraction s = 0.1
  d = |N u| = 6.5474e-05, operator norm |N| = 2.5117e-04 hartree
  final residual = 6.5414e-05 hartree, ratio to d = 0.9991
  residual inside search space = 6.5326e-05 hartree
  |g| = |(H - theta) x| = 1.0988e-06 hartree
  theta - lam1(H) = 1.78e-13 hartree
  d^2/gap = 1.0857e-08 hartree, gap = 0.39484 hartree
  mu - lam1(H) = 2.458e-09, second-order sum = 2.458e-09 hartree
  lam1(H) - lam1(consistent) = 6.1629e-05, first order = 6.1644e-05 hartree
--- residual norms in hartree by number of search vectors
  vectors  consistent   defect s=1   symmetrised s=1
      1    2.889e-01    2.902e-01    2.900e-01
      2    6.707e-02    6.696e-02    6.710e-02
      4    2.829e-03    3.073e-03    2.876e-03
      6    3.231e-05    3.377e-04    3.254e-05
      8    1.705e-07    4.716e-04    1.747e-07
     10    6.641e-10    5.249e-04    6.882e-10
     12    2.392e-12    5.262e-04    2.325e-12
     16    5.906e-15    6.197e-04    6.305e-15
     20    7.506e-15    6.314e-04    5.219e-15
     30    5.994e-15    6.538e-04    3.406e-15
consistent run: residual inside search space = 5.1e-15 hartree
symmetrised run: theta - lam1(consistent) = 6.1498e-04 hartree
```
